\section*{Electron Debye Screening and the Ionization Energy of Sn10+}

\section{Definitions and conventions}

Hartree atomic units are used: $\hbar=m_e=e=4\pi\epsilon_0=1$. Temperature is given as an energy, so Boltzmann's constant does not appear. The main results are converted to eV and nm.

The plasma has free-electron density $n=10^{19}\ \mathrm{cm^{-3}}$ and electron temperature $T=30$ eV. The ion Sn$^{10+}$ has net charge $z=10$. The process considered is
\begin{equation}
\mathrm{Sn}^{10+}\longrightarrow \mathrm{Sn}^{11+}+e^- .
\end{equation}
Its energy for an isolated ion is $I_0$. Interaction with the plasma reduces the free energy needed for the process by $D$, called the lowering. The final electron is free inside the plasma, and the free energy of its own screening cloud is counted. Thus $D$ is the quantity that enters an equilibrium ionization balance.

The electrostatic potential is $\phi$, and an electron has potential energy $-\phi$. The electron Debye length is
\begin{equation}
L=\sqrt{\frac{T}{4\pi n}} .
\label{eq:L}
\end{equation}
At first the free electrons alone respond to the ion, while the other ions form a fixed uniform positive background. The response of the ions is added later, and it changes the answer appreciably.

\section{Back-of-envelope argument}

An ion of charge $z$ attracts a cloud of total charge $-z$, spread over a distance of order $L$. The cloud makes a potential of about $-z/L$ at the ion. A bound electron is repelled by the cloud, so its energy rises by about $z/L$, and less energy is needed to free it.

In atomic units $T=1.1025$ and $n=1.4818\times10^{-6}$. Therefore
\begin{equation}
L=\sqrt{\frac{1.1025}{4\pi(1.4818\times10^{-6})}}
=243.3\ \text{bohr}=12.9\ \mathrm{nm},
\end{equation}
and $10/243.3=0.041$ hartree, or 1.1 eV. This fixes the size. It does not settle whether the numerator is $z$, $z+\tfrac12$ or $z+1$, nor whether linear screening by electrons is enough.

\section{Controlled derivation}

\subsection{The cloud around a charge}

Place a point charge $q$ at the origin. Classical electrons in equilibrium have density $n e^{\phi/T}$, which for $\phi\ll T$ is $n(1+\phi/T)$. With the background $+n$, Poisson's equation for $r>0$ is
\begin{equation}
\nabla^2\phi=4\pi\left[n\left(1+\frac{\phi}{T}\right)-n\right]
=\frac{4\pi n}{T}\phi=\frac{\phi}{L^2}.
\end{equation}
For a spherical potential $\nabla^2\phi=(r\phi)''/r$, so $(r\phi)''=(r\phi)/L^2$. The solution that vanishes at infinity and tends to $q/r$ near the charge is
\begin{equation}
\phi(r)=\frac{q}{r}e^{-r/L}.
\end{equation}
Subtracting the bare potential leaves that of the cloud. At the ion it is
\begin{equation}
\phi_c(0)=\lim_{r\to0}\frac{q}{r}\left(e^{-r/L}-1\right)=-\frac{q}{L}.
\end{equation}

\subsection{Charging the ion}

Adding charge $dq$ reversibly costs $\phi_c(0)\,dq$ beyond the work for an isolated ion. The screening free energy is therefore
\begin{equation}
F(q)=-\int_0^q\frac{q'}{L}\,dq'=-\frac{q^2}{2L}.
\end{equation}
The factor $\tfrac12$ arises because the cloud grows with the charge. Ionization changes this energy by
\begin{equation}
F(z+1)-F(z)=-\frac{(z+1)^2-z^2}{2L}=-\frac{z+\frac12}{L}.
\label{eq:ion}
\end{equation}

\subsection{The released electron}

The free electron repels other electrons and so has its own screening cloud. To find the free energy of this cloud, multiply the electron--electron interaction by $\eta$, with $0\le\eta\le1$. The Debye pair correlation is
\begin{equation}
h_\eta(r)=-\frac{\eta}{T}\frac{e^{-\kappa r}}{r},\qquad
\kappa^2=\frac{4\pi n\eta}{T}=\frac{\eta}{L^2}.
\end{equation}
The uniform background cancels the uncorrelated part of the interaction. The excess free energy per volume, $f_{\rm ex}$, then obeys
\begin{align}
\frac{df_{\rm ex}}{d\eta}
&=\frac{n^2}{2}\int_0^\infty 4\pi r^2\,\frac{h_\eta(r)}{r}\,dr
=-\frac{2\pi n^2\eta}{T}\int_0^\infty e^{-\kappa r}dr \nonumber\\
&=-\frac{2\pi n^2\eta}{T\kappa}
=-\frac{2\pi n^2L}{T}\sqrt\eta
=-\frac{n}{2L}\sqrt\eta .
\end{align}
The last equality uses $4\pi n/T=1/L^2$. Since $\int_0^1\sqrt\eta\,d\eta=2/3$,
\begin{equation}
f_{\rm ex}=-\frac{n}{3L}.
\end{equation}
At fixed $T$, $1/L\propto n^{1/2}$, so $f_{\rm ex}\propto n^{3/2}$ and
\begin{equation}
\mu_{\rm ex}=\frac{\partial f_{\rm ex}}{\partial n}
=\frac32\,\frac{f_{\rm ex}}{n}=-\frac{1}{2L}.
\label{eq:mu}
\end{equation}
Numerical integration of the pair energy, followed by a finite difference in $n$, gives a lowering of 0.0559 eV for this term, the same as the formula.

Adding (\ref{eq:ion}) and (\ref{eq:mu}) and reversing the sign gives
\begin{equation}
\boxed{D=\frac{z+\frac12}{L}+\frac{1}{2L}=\frac{z+1}{L}} .
\label{eq:D}
\end{equation}
For the example,
\begin{equation}
D=\frac{11}{243.3}=0.0452\ \text{hartree}=1.23\ \mathrm{eV}.
\end{equation}
Of this, 1.17 eV belongs to the ion and 0.06 eV to the released electron.

\subsection{What a fast removal leaves out}

If the cloud stays frozen while the electron leaves, the electron loses the energy $+z/L$ that it had in the cloud's potential. The lowering is then $z/L=1.12$ eV. Afterwards the cloud around the ion adjusts from charge $z$ to $z+1$, which lowers the free energy by
\begin{equation}
\frac{z+\frac12}{L}-\frac{z}{L}=\frac{1}{2L},
\end{equation}
and the free electron acquires its own cloud, which lowers it by another $1/(2L)$. Together these give $(z+1)/L$. The energy of a plasma-frequency quantum is 0.12 eV, far below the ionization energy computed below, so the cloud does not follow the bound motion. It responds to the average charge of the ion. For equilibrium populations the relaxed value (\ref{eq:D}) is the relevant one.

\section{The same shift from the bound level}

The result can also be read as a level shift. Rewrite the free energy of the initial ion using $z=(z+1)-1$:
\begin{equation}
-\frac{z^2}{2L}=-\frac{(z+1)^2}{2L}+\frac{z+1}{L}-\frac{1}{2L}.
\end{equation}
The first term is the cloud energy of the final ion, and the last is that of a separate electron. The middle term is the interaction of the bound electron with the rest of the ion through the medium. It disappears on ionization, so it is the lowering.

In the corresponding one-electron model, the active electron sees a core of net charge $z+1$ whose long-range attraction is screened:
\begin{equation}
-\frac{z+1}{r}e^{-r/L}
=-\frac{z+1}{r}+\frac{z+1}{L}-\frac{(z+1)r}{2L^2}+\cdots .
\end{equation}
The second term is constant and raises equally all levels whose orbitals are small compared with $L$. First-order perturbation theory for the third gives
\begin{equation}
\Delta E=\frac{z+1}{L}-\frac{(z+1)\langle r\rangle}{2L^2}+\cdots .
\label{eq:level}
\end{equation}

For a test with a tin-like orbital, take the unscreened potential
\begin{equation}
V(r)=-\frac{11+39e^{-\alpha r}}{r}.
\end{equation}
It has the full nuclear charge 50 near the origin and net charge 11 far away. The value $\alpha=4.32\ \mathrm{bohr^{-1}}$ places its $4d$ level at minus the ionization energy found in the next section. The orbital has $\langle r\rangle=0.862$ bohr. Diagonalization with and without screening of the charge 11 gives a shift of 1.228 eV. It falls short of $(z+1)/L$ by 2.175 meV; the second term of (\ref{eq:level}) predicts 2.178 meV.

The constant shift also cancels from transition energies within the ion. In this static linear model only differences of the small second term remain, so for orbitals with radii of order one bohr the transition energies move by at most a few meV, not by 1 eV. If only electrons of positive energy are counted in the cloud, as is done below, even this is an overestimate, because so close to the ion the linear formula then makes the cloud too dense.

\section{Comparison with the ionization energy}

The scale of $I_0$ comes from the difference of two unrestricted Hartree--Fock energies, for the $4d^4$, $^5D$ state of Sn$^{10+}$ and the $4d^3$, $^4F$ state of Sn$^{11+}$. A scalar-relativistic effective core potential replaces 28 inner electrons. The result is
\begin{equation}
I_0\simeq 209\ \mathrm{eV}.
\end{equation}
A smaller $spd$ basis changes it by 0.04 eV, a different basis with $f$ functions lowers it by 0.2 eV, and an all-electron scalar-relativistic calculation in an $spd$ basis gives about 208 eV, so the last digit is uncertain by about 1 eV. Electron correlation and spin--orbit coupling are absent, and the effective core potential adds an error of its own, so this is a reference scale and not a prediction to the accuracy of the plasma shift. The relative lowering is
\begin{equation}
\frac{D}{I_0}\simeq\frac{1.23}{209}=0.0059,
\end{equation}
or about 0.6 percent.

For the ionization balance, $D$ is to be compared with $T$. At fixed temperature, electron density and internal partition functions, the equilibrium ratio of Sn$^{11+}$ to Sn$^{10+}$ is multiplied by
\begin{equation}
e^{D/T}=e^{1.23/30}=1.042 .
\end{equation}
Electron screening raises this ratio by about 4 percent. The factor applies to the populations of low-lying levels; the number of weakly bound levels, which weigh heavily in the full partition function, itself depends on the screening.

\section{How far linear electron screening can be trusted}

Close to the ion $\phi$ is not small compared with $T$. Here electrons of negative energy are assigned to the ion's bound states, and only those of positive energy are counted as plasma. Let $x=\phi/T$, and measure momentum $p$ in units of $\sqrt{2T}$. Positive energy means $p^2>x$, so the density relative to $n$ is
\begin{align}
f(x)&=\frac{4}{\sqrt\pi}e^x\int_{\sqrt x}^{\infty}p^2e^{-p^2}dp \nonumber\\
&=\frac{4}{\sqrt\pi}e^x\left[\frac{\sqrt x}{2}e^{-x}
+\frac{\sqrt\pi}{4}\,\mathrm{erfc}\sqrt x\right] \nonumber\\
&=e^x\,\mathrm{erfc}\sqrt x+2\sqrt{x/\pi}.
\end{align}
The second line follows by integration by parts. Expansion gives
\begin{equation}
f(x)=1+x-\frac{4x^{3/2}}{3\sqrt\pi}+\frac{x^2}{2}+\cdots .
\end{equation}
The linear term is that of Debye theory. The first correction is negative and weakens the cloud.

Its effect can be calculated. Put $s=r/L$, $w=r\phi/q$ and $g=q/(LT)$, so that $x=gw/s$. Poisson's equation becomes
\begin{equation}
w''=\frac{s}{g}[f(x)-1]
\simeq w-\frac{4\sqrt g}{3\sqrt\pi}\frac{w^{3/2}}{\sqrt s},
\qquad w(0)=1,\quad w(\infty)=0 .
\end{equation}
The cloud's central potential is $w'(0)\,q/L$. To leading order write $w=e^{-s}+w_1$, with $w_1(0)=w_1(\infty)=0$. Multiply the equation for $w_1$ by $e^{-s}$ and integrate. Two integrations by parts turn the left side into a boundary term:
\begin{equation}
\int_0^\infty e^{-s}(w_1''-w_1)\,ds=-w_1'(0).
\end{equation}
Hence
\begin{equation}
w_1'(0)=\frac{4\sqrt g}{3\sqrt\pi}\int_0^\infty
\frac{e^{-5s/2}}{\sqrt s}\,ds
=\frac43\sqrt{\frac25}\,\sqrt g=0.843\sqrt g .
\end{equation}
The linear central potential is thus multiplied by $1-0.843\sqrt g$. For $g=10^{-5}$ this factor is 0.9973, and the full numerical solution gives 0.9974.

For $q=z+1$, $g=0.041$. Its square root is not very small, so the full equation is needed. Integrating the central potential over $q$ from 10 to 11 and adding the free-electron term $1/(2L)$ gives
\begin{equation}
D_{\rm nonlinear}=1.10\ \mathrm{eV},
\end{equation}
10 percent below the linear value. The leading correction alone would reduce the ion part by about 17 percent; the next term in $f$, $+x^2/2$, acts in the opposite direction. Most of the reduction depends on how bound and free electrons are divided: weakly bound electrons far from the ion also screen it, and counting them in the cloud raises the result by an amount that depends on the binding energy up to which they are counted: 1.20 eV for a cutoff of 3 eV, 1.29 eV for 30 eV and 1.40 eV for 90 eV. Either way, the electron-only result remains about 1 eV.

Other assumptions about the electrons hold well here. The Fermi energy is 0.017 eV, far below 30 eV, so degeneracy is negligible. The Debye sphere contains 89 electrons on average, which supports a mean-field cloud. The thermal wavelength $1/\sqrt T$ is 0.05 nm, much shorter than $L$.

\section{What changes when the ions respond}

Let all ions be Sn$^{10+}$ at the electron temperature, with density $n/10$. Their charge density near the test ion is $n e^{-10x}$. The linear source in Poisson's equation becomes
\begin{equation}
n\left[(1+x)-(1-10x)\right]=11nx .
\end{equation}
The inverse screening length is therefore larger by $\sqrt{11}$, and so are both parts of the lowering:
\begin{equation}
D_{\rm linear,\ all}=\sqrt{11}\,\frac{11}{L}=4.08\ \mathrm{eV}.
\end{equation}
This is too large. The linear ion density $1-10x$ becomes negative near the test ion, whereas the true density cannot fall below zero. Keeping $e^{-10x}$ and $f(x)$ in the full equation, with the linear value $\sqrt{11}/(2L)$ for the free-electron term, gives
\begin{equation}
D_{\rm nonlinear,\ all}\simeq2.8\ \mathrm{eV}.
\end{equation}

An ion-sphere estimate shows the effect of the limited ion density. If all ions are expelled from a sphere of radius $R$ and the electrons stay uniform, neutrality requires $q=4\pi nR^3/3$. The magnitude of the central cloud potential is
\begin{equation}
\int_0^R\frac{4\pi r^2n}{r}\,dr=2\pi nR^2=\frac{3q}{2R}.
\end{equation}
Integrated over $q$ from 10 to 11, this gives 3.6 eV. It is the central potential of the most compact cloud that ion depletion alone can make.

The mean-field value of 2.8 eV is itself an estimate. For Sn$^{10+}$, $R=6.2$ nm and the ion coupling is $z^2/(RT)=0.77$. Correlations between the surrounding ions, which the mean field omits, are not controlled by a small parameter. About 3 eV is a fair statement of the total, or 1.4 percent of $I_0$. The equilibrium ionization ratio rises by about 10 percent instead of 4.

\section{Reading the result for an EUV source}

The chosen temperature and density are rough typical values for a tin plasma driven by a CO$_2$ laser. The critical density for 10.6 $\mu$m light is $9.9\times10^{18}\ \mathrm{cm^{-3}}$, close to the density used. Taking all ions as Sn$^{10+}$ is an assumption, not the equilibrium composition: at this temperature and density the Saha equation, with $I_0-D\simeq206$ eV and the statistical weights 210 and 120 of the $4d^4$ and $4d^3$ configurations, gives about 60 ions in the $4d^3$ configuration of Sn$^{11+}$ for each ion in the $4d^4$ configuration of Sn$^{10+}$. This is not the ratio of the full charge states. A classical count of negative-energy electrons in the screened potential gives about 0.9 weakly bound electrons per Sn$^{11+}$ core with fixed ions and about 0.2 with responding ions; counting these as Sn$^{10+}$ lowers the ratio to between about 1 and 5. A real source contains several charge states, has strong gradients and need not be in ionization equilibrium. Its ions may also be colder than its electrons. The assumption that matters most for the number is the fixed ion background: in the present model, releasing it moves the lowering from 1.1 to 2.8 eV.

Equation (\ref{eq:D}) scales as
\begin{equation}
D\propto(z+1)\sqrt{\frac{n}{T}} .
\end{equation}
At fixed $z$ and $T$, a tenfold lower density reduces the linear electron part to 0.39 eV. A hundredfold higher density would raise it to 12 eV, but then $g=0.41$ and linear screening is no longer justified. The condition for its use is
\begin{equation}
\sqrt g=\sqrt{\frac{z+1}{LT}}\ll1,
\end{equation}
with ion screening assessed separately. At 30 eV and $10^{19}\ \mathrm{cm^{-3}}$, the figure of about 1 eV is therefore the contribution of the electrons, and not the whole effect of the plasma. The numerical output below lists the main values.

\section*{Computed results}
\begin{verbatim}
Electron temperature: 30.0 eV = 1.1025 hartree
Electron density: 1.00e+19 cm^-3 = 1.4818e-06 bohr^-3
Initial ion charge z: 10
Laser wavelength: 10.6 um
Critical density at that wavelength: 9.922e+18 cm^-3
Electron Debye length: 243.32 bohr = 12.876 nm
Electrons in Debye sphere: 89.4
Ion charging part (z+1/2)/L: 1.1743 eV
Free-electron part, formula 1/(2L): 0.0559 eV
Free-electron part, from quadrature: 0.0559 eV
Electron Debye lowering: 0.04521 hartree = 1.2302 eV
Frozen-cloud lowering z/L: 1.1183 eV
HF ionization energy of Sn10+: 208.92 eV
Same, smaller basis: 208.96 eV
4d populations, Sn10+ and Sn11+: 4.0002, 3.0000
Lowering / ionization energy: 0.589 percent
Core-potential parameter alpha: 4.3195 bohr^-1
Mean radius of model 4d orbital: 0.8617 bohr
4d level shift by diagonalization: 1.2280 eV
(z+1)/L minus level shift: 2.175 meV
Its formula (z+1)<r>/(2L^2): 2.178 meV
Strength (z+1)/(L T): 0.0410
Weak-charge cloud factor, electrons: 0.9974
Weak-charge cloud factor, electrons+ions: 3.3116
Linear value sqrt(1+z): 3.3166
Nonlinear electron-only lowering: 1.102 eV
Nonlinear / linear, electrons only: 0.896
Linear electron+ion lowering: 4.080 eV
Nonlinear electron+ion lowering: 2.849 eV
Ion-sphere lowering: 3.597 eV
Electron+ion lowering / ionization energy: 1.364 percent
Ion-sphere radius for Sn10+: 6.204 nm
Ion coupling z^2/(R T): 0.774
Ionization-ratio factor, electrons only: 1.0419
Ionization-ratio factor, nonlinear electrons+ions: 1.0996
Electron Fermi energy: 0.0169 eV
Thermal wavelength 1/sqrt(T): 0.0504 nm
Plasma-frequency energy: 0.1174 eV
\end{verbatim}
